\section*{The Butler-Volmer equation from potential-dependent barriers, with its limits, part 2}

The problem is to find the current of the one-electron step $\mathrm{O}+e^-\rightleftharpoons\mathrm{R}$ at electrode potential $E$. Free energies are molar, $F$ is the Faraday constant, $f=F/RT$, and anodic current is positive.

The states $\mathrm{O}+e^-$ and R have the curves
\begin{align}
U_{\mathrm O}(x,E)&=K_{\mathrm O}x^2-F(E-E^{\circ\prime}),\label{eq:uo}\\
U_{\mathrm R}(x)&=K_{\mathrm R}(1-x)^2+d.\label{eq:ur}
\end{align}
Here $x$ is the dimensionless reaction coordinate and $d$ the floor offset of R. The free energies of the whole wells are $G_{\mathrm O}$ and $G_{\mathrm R}$, equal at the formal potential $E^{\circ\prime}$. Reaction passes through the crossing, where the slopes have magnitudes $s_{\mathrm O}$ and $s_{\mathrm R}$. Both directions have the same prefactor $A$, independent of $E$.

The transfer coefficient is $\alpha=s_{\mathrm O}/(s_{\mathrm O}+s_{\mathrm R})$ at $E^{\circ\prime}$, and $\alpha'=d\alpha/d(FE)$ there is its drift. The common value of the two rate constants at $E^{\circ\prime}$ is $k_0$.

Assumption 4 states that the surface concentrations $c_{\mathrm O}$ and $c_{\mathrm R}$ equal those in the bulk. The theorem to be proved says that the current then vanishes only at
\begin{equation}
E_{\mathrm{eq}}=E^{\circ\prime}+\frac{RT}{F}\ln\frac{c_{\mathrm O}}{c_{\mathrm R}}.
\label{eq:nernst}
\end{equation}
If the barriers are also linear in $E$, the current density at the overpotential $\eta=E-E_{\mathrm{eq}}$ is
\begin{equation}
j=j_0\left[e^{(1-\alpha)f\eta}-e^{-\alpha f\eta}\right],
\qquad
j_0=Fk_0\,c_{\mathrm O}^{\,1-\alpha}c_{\mathrm R}^{\,\alpha}.
\label{eq:bv}
\end{equation}

The model couple has $K_{\mathrm O}=160$ and $K_{\mathrm R}=360\,\mathrm{kJ/mol}$, $A=10\,\mathrm{m/s}$, $E^{\circ\prime}=0.300\,\mathrm{V}$ and $T=298.15\,\mathrm{K}$, so that $RT=2.479\,\mathrm{kJ/mol}$ and $1/f=25.69\,\mathrm{mV}$.

\subsection{Results carried over}

For $\mathrm{O}+e^-\rightleftharpoons\mathrm R$, $k_{\mathrm{red}}$ and $k_{\mathrm{ox}}$ are the rate constants of reduction and oxidation in $\mathrm{m/s}$, $E^{\circ\prime}$ is the formal potential, and $f=F/RT$. For any height of the common transition state,
\begin{equation}
\frac{k_{\mathrm{ox}}}{k_{\mathrm{red}}}=e^{f(E-E^{\circ\prime})}.
\label{eq:ratio2}
\end{equation}
With barriers linear in the potential,
\begin{equation}
k_{\mathrm{red}}=k_0e^{-\alpha f(E-E^{\circ\prime})},\qquad
k_{\mathrm{ox}}=k_0e^{(1-\alpha)f(E-E^{\circ\prime})}.
\label{eq:laws2}
\end{equation}
For parabolic curves both laws are too large by a common factor, $e^{q/RT}$ at leading order, with $q=\tfrac12\alpha'[F(E-E^{\circ\prime})]^2$. The model couple has $\alpha=0.398$, $k_0=4.32\times10^{-9}\,\mathrm{m/s}$, $\alpha'=0.00207\,\mathrm{mol/kJ}$ and $E^{\circ\prime}=0.300\,\mathrm V$. Its concentrations are now chosen as $c_{\mathrm O}=100$ and $c_{\mathrm R}=20\,\mathrm{mol/m^3}$.

\subsection{Proof of the theorem: zero current}

Per unit area and time, $k_{\mathrm{ox}}c_{\mathrm R}$ moles of R are oxidized and $k_{\mathrm{red}}c_{\mathrm O}$ moles of O are reduced. Each event transfers one electron, and anodic current is positive, so
\begin{equation}
j=F\left(k_{\mathrm{ox}}c_{\mathrm R}-k_{\mathrm{red}}c_{\mathrm O}\right).
\label{eq:net}
\end{equation}
The current vanishes when $k_{\mathrm{ox}}/k_{\mathrm{red}}=c_{\mathrm O}/c_{\mathrm R}$. By \eqref{eq:ratio2} this means
\begin{equation}
e^{f(E_{\mathrm{eq}}-E^{\circ\prime})}=\frac{c_{\mathrm O}}{c_{\mathrm R}} .
\label{eq:zero}
\end{equation}
Its logarithm is the Nernst equation \eqref{eq:nernst}. The left side rises steadily with potential and takes every positive value, so there is one solution. Neither $\alpha$ nor $k_0$ enters.

Thermodynamics gives the same potential without any rates. At equilibrium the chemical potentials of the two sides are equal,
\begin{equation}
G_{\mathrm O}+RT\ln\frac{c_{\mathrm O}}{c^\circ}
=G_{\mathrm R}+RT\ln\frac{c_{\mathrm R}}{c^\circ},
\end{equation}
with $c^\circ$ a common reference concentration. Since $G_{\mathrm R}-G_{\mathrm O}=F(E-E^{\circ\prime})$, this is $RT\ln(c_{\mathrm O}/c_{\mathrm R})=F(E_{\mathrm{eq}}-E^{\circ\prime})$, again the Nernst equation. The kinetic model agrees with thermodynamics because both directions use the same transition state and the same prefactor.

For the model couple,
\begin{equation}
E_{\mathrm{eq}}=0.300\,\mathrm V+(0.02569\,\mathrm V)\ln5=0.34135\,\mathrm V .
\end{equation}
The zero of the current calculated from the full parabolic curves lies at the same value, although $\alpha$ drifts along them.

\subsection{Proof of the theorem: exchange current and Butler-Volmer equation}

At $E_{\mathrm{eq}}$ the two one-way currents are equal but not zero. Their common magnitude is the exchange current density $j_0$. From \eqref{eq:laws2} and \eqref{eq:zero},
\begin{align}
j_0=Fk_{\mathrm{red}}(E_{\mathrm{eq}})c_{\mathrm O}
&=Fk_0\left(\frac{c_{\mathrm O}}{c_{\mathrm R}}\right)^{-\alpha}c_{\mathrm O}\nonumber\\
&=Fk_0\,c_{\mathrm O}^{\,1-\alpha}c_{\mathrm R}^{\,\alpha}.
\label{eq:j0}
\end{align}
The oxidation side gives $Fk_0(c_{\mathrm O}/c_{\mathrm R})^{1-\alpha}c_{\mathrm R}$, which is the same expression.

Now set $E=E_{\mathrm{eq}}+\eta$. Each exponential in \eqref{eq:laws2} splits into its value at $E_{\mathrm{eq}}$ and a factor containing $\eta$:
\begin{align}
Fk_{\mathrm{ox}}c_{\mathrm R}
&=Fk_{\mathrm{ox}}(E_{\mathrm{eq}})c_{\mathrm R}\,e^{(1-\alpha)f\eta}
=j_0e^{(1-\alpha)f\eta},\\
Fk_{\mathrm{red}}c_{\mathrm O}
&=Fk_{\mathrm{red}}(E_{\mathrm{eq}})c_{\mathrm O}\,e^{-\alpha f\eta}
=j_0e^{-\alpha f\eta}.
\end{align}
Their difference is
\begin{equation}
j=j_0\left[e^{(1-\alpha)f\eta}-e^{-\alpha f\eta}\right],
\label{eq:bv2}
\end{equation}
which completes the proof. $\square$

The exchange current density depends on the composition of the solution as well as on the barrier. With a constant $\alpha$ and at fixed $c_{\mathrm R}$, it grows as $c_{\mathrm O}^{1-\alpha}$, not as $c_{\mathrm O}$. More O makes reduction more frequent, but it also raises $E_{\mathrm{eq}}$ and with it the reduction barrier at equilibrium. A value of $j_0$ must therefore be given with its concentrations. Within the constant-$\alpha$ law, $k_0$ and $\alpha$ together give $j_0$ at other concentrations in the same medium.

In the example $100^{0.6021}=16.00$ and $20^{0.3979}=3.294$, so with $F=96\,485\,\mathrm{C/mol}$,
\begin{align}
j_0&=(96\,485)(4.320\times10^{-9})(16.00)(3.294)\,\mathrm{A/m^2}\nonumber\\
&\approx0.0220\,\mathrm{A/m^2}=2.20\,\mathrm{\mu A/cm^2}.
\end{align}
The full curves give $0.0218\,\mathrm{A/m^2}$. The difference of $0.7\%$ is the factor $e^{q/RT}$ at $41\,\mathrm{mV}$ from $E^{\circ\prime}$.

\subsection{Corollary 1: the Tafel limits}

For positive $\eta$, take the first exponential out of \eqref{eq:bv2}. The exponent left in the second term is $-\alpha f\eta-(1-\alpha)f\eta=-f\eta$, so
\begin{equation}
j=j_0e^{(1-\alpha)f\eta}\left(1-e^{-f\eta}\right).
\label{eq:factor}
\end{equation}
When $f\eta\gg1$ the bracket approaches one, and
\begin{equation}
\eta=\frac{RT}{(1-\alpha)F}\ln\frac{j}{j_0}.
\label{eq:tafa}
\end{equation}
For negative $\eta$ the second exponential is the larger. In the same way $|j|=j_0e^{\alpha f|\eta|}(1-e^{-f|\eta|})$, and for $f|\eta|\gg1$
\begin{equation}
\eta=-\frac{RT}{\alpha F}\ln\frac{|j|}{j_0}.
\label{eq:tafc}
\end{equation}

The magnitudes of the slopes per decade of current are
\begin{equation}
b_a=\frac{RT\ln10}{(1-\alpha)F},\qquad b_c=\frac{RT\ln10}{\alpha F}.
\end{equation}
For the example they are $98.3$ and $148.7\,\mathrm{mV}$ per decade. Adding the reciprocals removes $\alpha$:
\begin{equation}
\frac1{b_a}+\frac1{b_c}=\frac{F}{RT\ln10}.
\end{equation}
Two measured slopes that break this relation show that the data do not follow one constant-$\alpha$ step with the same $\alpha$ on both branches.

The error of the Tafel law can be stated in closed form. Let $j_{\mathrm T}$ be the current with the back reaction omitted. On either branch, relative to the Butler-Volmer current,
\begin{equation}
\frac{j_{\mathrm T}}{j}-1=\frac{1}{1-e^{-f|\eta|}}-1=\frac{1}{e^{f|\eta|}-1}.
\label{eq:taferr}
\end{equation}
This does not contain $\alpha$. It equals $1\%$ when $e^{f|\eta|}=101$, that is, at $|\eta|=(25.69\,\mathrm{mV})\ln101=118.6\,\mathrm{mV}$, and it is smaller farther out.

\subsection{Corollary 2: the linear limit}

Let $y=f\eta$ and expand both exponentials to third order:
\begin{align}
e^{(1-\alpha)y}&=1+(1-\alpha)y+\tfrac12(1-\alpha)^2y^2
+\tfrac16(1-\alpha)^3y^3+\dots,\\
e^{-\alpha y}&=1-\alpha y+\tfrac12\alpha^2y^2-\tfrac16\alpha^3y^3+\dots
\end{align}
On subtraction the constants cancel and the linear terms add up to $y$. In second order $(1-\alpha)^2-\alpha^2=1-2\alpha$; in third order $(1-\alpha)^3+\alpha^3=1-3\alpha+3\alpha^2$. Thus
\begin{equation}
j=j_0f\eta\left[1+\frac{1-2\alpha}{2}f\eta
+\frac{1-3\alpha+3\alpha^2}{6}(f\eta)^2+\dots\right].
\label{eq:series}
\end{equation}
For $|f\eta|\ll1$ the electrode behaves as a resistor, with the charge-transfer resistance of unit area
\begin{equation}
j=\frac{\eta}{R_{\mathrm{ct}}},\qquad R_{\mathrm{ct}}=\frac{RT}{Fj_0}.
\label{eq:rct}
\end{equation}
For the example $R_{\mathrm{ct}}=0.02569/0.02197=1.17\,\mathrm{\Omega\,m^2}$, or $1.17\times10^4\,\mathrm{\Omega\,cm^2}$.

The resistance does not contain $\alpha$ separately, and it does not need a constant $\alpha$. To see this, differentiate \eqref{eq:net} at $E_{\mathrm{eq}}$, where $Fk_{\mathrm{ox}}c_{\mathrm R}=Fk_{\mathrm{red}}c_{\mathrm O}=j_0$:
\begin{equation}
\left.\frac{dj}{dE}\right|_{E_{\mathrm{eq}}}
=j_0\left(\frac{d\ln k_{\mathrm{ox}}}{dE}-\frac{d\ln k_{\mathrm{red}}}{dE}\right)
=j_0\frac{d}{dE}\ln\frac{k_{\mathrm{ox}}}{k_{\mathrm{red}}}=fj_0 .
\end{equation}
The last step is \eqref{eq:ratio2}. Here $j_0$ is the actual one-way current at equilibrium, from whatever barrier. As long as assumption 4 holds, the slope at equilibrium therefore gives $j_0$ in one solution but leaves $\alpha$ undetermined. With finite transport, \eqref{eq:transport} below divides the steady-state slope by $1+(k_{\mathrm{ox}}+k_{\mathrm{red}})/m$, taken at $E_{\mathrm{eq}}$.

At $\pm10\,\mathrm{mV}$, $f\eta=\pm0.389$. The quadratic correction in \eqref{eq:series} is $\pm4.0\%$ and the cubic one $+0.7\%$. The linear law is accordingly $4.5\%$ below the Butler-Volmer current at $+10\,\mathrm{mV}$ and $3.4\%$ above it in magnitude at $-10\,\mathrm{mV}$. For $\alpha=\tfrac12$ the quadratic term would vanish.

\subsection{The laws side by side}

The current densities of the model couple, in $\mathrm{A/m^2}$, are as follows. ``BV'' is \eqref{eq:bv2}, and ``curves'' uses the rate constants from the full parabolas.

\begin{center}
\begin{tabular}{rrrrr}
$\eta$/mV & BV & Tafel & linear & curves\\
$-200$ & $-0.486$ & $-0.486$ & $-0.171$ & $-0.442$\\
$-100$ & $-0.101$ & $-0.103$ & $-0.0855$ & $-0.0999$\\
$-10$ & $-0.0083$ & $-0.0257$ & $-0.0086$ & $-0.0082$\\
$10$ & $0.0090$ & $0.0278$ & $0.0086$ & $0.0089$\\
$100$ & $0.224$ & $0.229$ & $0.0855$ & $0.207$\\
$200$ & $2.38$ & $2.38$ & $0.171$ & $1.88$
\end{tabular}
\end{center}

At $200\,\mathrm{mV}$ the Tafel and Butler-Volmer currents agree closely, yet both are well above the current from the curves. Agreement between them shows that the back reaction is negligible; it does not show that $\alpha$ is constant. Relative to the full curves, the Butler-Volmer current is $27\%$ too large at $+200\,\mathrm{mV}$ and $10\%$ too large at $-200\,\mathrm{mV}$.

The asymmetry follows mainly from the point about which the barrier was linearized. Both rate constants carry the same error factor, so the net current carries it too. At leading order its exponent depends on the distance from $E^{\circ\prime}$, not from $E_{\mathrm{eq}}$. These distances are $241\,\mathrm{mV}$ and $159\,\mathrm{mV}$ for the two overpotentials, and $e^{q/RT}$ is $1.25$ and $1.10$. The remaining difference at $+200\,\mathrm{mV}$ comes from terms beyond $q$.

This affects the extraction of $j_0$ from a Tafel plot. Take the currents from the curves at $100$ and $200\,\mathrm{mV}$ and remove the back reaction through \eqref{eq:taferr}. That equation holds for the curves as well, because \eqref{eq:ratio2} and \eqref{eq:zero} give $k_{\mathrm{red}}c_{\mathrm O}/(k_{\mathrm{ox}}c_{\mathrm R})=e^{-f\eta}$ for any barrier. The currents become $0.2114$ and $1.882\,\mathrm{A/m^2}$. A straight line through their logarithms reaches $\eta=0$ at
\begin{equation}
\frac{(0.2114)^2}{1.882}\,\mathrm{A/m^2}=0.0237\,\mathrm{A/m^2},
\end{equation}
which is $9\%$ above the $0.0218\,\mathrm{A/m^2}$ of the same curves. In this model a straight line through two points of the Tafel region overestimates the exchange current, because the true plot is curved, with $\alpha'>0$.

\subsection{When the surface concentrations change}

When migration in the electric field is negligible, as with a large excess of supporting electrolyte, transport supplies reactant only through a difference between the bulk and surface concentrations. Assumption 4 is therefore an approximation whenever a current flows, and the condition for its use follows from a balance at the surface. Let both species have the mass-transfer coefficient $m$. An anodic current consumes R and produces O, so in the steady state the surface concentrations are
\begin{equation}
c_{\mathrm R}^{s}=c_{\mathrm R}-\frac{j}{Fm},\qquad
c_{\mathrm O}^{s}=c_{\mathrm O}+\frac{j}{Fm}.
\end{equation}
Putting these into \eqref{eq:net} gives
\begin{equation}
j=F(k_{\mathrm{ox}}c_{\mathrm R}-k_{\mathrm{red}}c_{\mathrm O})
-\frac{k_{\mathrm{ox}}+k_{\mathrm{red}}}{m}\,j .
\end{equation}
The first term is the current $j_{\mathrm{kin}}$ without depletion, that is, \eqref{eq:bv2}. Solving for $j$,
\begin{equation}
j=\frac{j_{\mathrm{kin}}}{1+(k_{\mathrm{ox}}+k_{\mathrm{red}})/m}.
\label{eq:transport}
\end{equation}
The Butler-Volmer equation with bulk concentrations thus requires $k_{\mathrm{ox}}+k_{\mathrm{red}}\ll m$. The zero of the current is not moved, since the denominator is positive and finite. At large positive $\eta$, $k_{\mathrm{ox}}$ dominates and $j$ tends to $Fmc_{\mathrm R}$: the current stops growing with potential, and a Tafel slope taken there no longer measures a barrier.

With $m=5\times10^{-5}\,\mathrm{m/s}$, the current of the example at $+200\,\mathrm{mV}$ falls from $2.38$ to $2.33\,\mathrm{A/m^2}$, a reduction of $2.4\%$. In this case the drift of $\alpha$ is a larger source of error than depletion. The numerical check checks the main relations of both halves numerically.

\section*{Table of computed values}
\begin{verbatim}
Temperature T = 298.15 K
RT = 2.4790 kJ/mol; RT/F = 25.693 mV
Curve constants K_O = 160, K_R = 360 kJ/mol
Prefactor A = 10 m/s; formal potential = 0.300 V
c_O = 100, c_R = 20 mol/m^3; m = 5.0e-05 m/s
Well free energies, floor at zero: O 3.746, R 4.752 kJ/mol
Floor offset d of R = -1.005 kJ/mol
Crossing at formal potential: x = 0.5979, height 57.199 kJ/mol
Slopes there: s_O = 191.33, s_R = 289.51 kJ/mol
alpha from slopes = 0.3979; from rates = 0.3979
1 - alpha = 0.6021; from oxidation rates = 0.6021
alpha' = 0.002072 mol/kJ
Barrier from state free energy = 53.453 kJ/mol
Standard rate constant k0 = 4.3204e-09 m/s
E_eq from zero of full-curve current = 0.34135 V
E_eq from Nernst equation = 0.34135 V
Exchange current density j0 = 0.02197 A/m^2 = 2.197 uA/cm^2
Exchange current density, full curves = 0.02182 A/m^2
R_ct = 1.1694 ohm m^2 = 11694 ohm cm^2
Tafel slope: anodic 98.3, cathodic 148.7 mV/decade
Tafel error is 1 percent at |eta| = 118.6 mV
Current densities in A/m^2:
eta/mV  Butler-Volmer      Tafel     linear  full curves
  -200       -0.48629   -0.48649   -0.17103     -0.44202
  -100       -0.10128   -0.10339   -0.08552     -0.09994
   -50       -0.04085   -0.04766   -0.04276     -0.04084
   -10       -0.00827   -0.02565   -0.00855     -0.00824
    10        0.00895    0.02777    0.00855      0.00886
    50        0.06078    0.07091    0.04276      0.05881
   100        0.22420    0.22887    0.08552      0.20704
   200        2.38316    2.38415    0.17103      1.88161
Linear law / Butler-Volmer - 1 at -10 mV = 3.40 percent
Linear law / Butler-Volmer - 1 at 10 mV = -4.50 percent
Butler-Volmer / full curves - 1 at -200 mV = 10.01 percent
Butler-Volmer / full curves - 1 at -100 mV = 1.33 percent
Butler-Volmer / full curves - 1 at 100 mV = 8.29 percent
Butler-Volmer / full curves - 1 at 200 mV = 26.66 percent
With depletion at 200 mV: j = 2.32568 A/m^2, lower by 2.41 percent
\end{verbatim}
